Harmonics of specular diffraction oscillations in layer-by-layer growth, part 1

(Sections cited here and not found follow in the second part.)

## From terraces to harmonics

Consider a flat crystal surface of which exactly half is covered by islands one atomic layer high. An electron wave is reflected from the islands and from the uncovered surface between them, and the angle of incidence is such that the two reflected waves differ in phase by half a cycle. Each half of the area sends the same amplitude into the mirror direction, with opposite sign. The sum is ½ − ½ = 0, and the mirror-reflected beam is dark. When the islands have grown together into a complete layer, the whole area reflects with one phase, and the beam is as bright as it was before the layer began.

A quarter of the way through the layer, three quarters of the area reflects with one sign and one quarter with the other. The amplitude is ¾ − ¼ = ½ and the intensity is ¼. At three quarters of a layer the amplitude is −½ and the intensity is again ¼. A sinusoidal oscillation between one and zero would have intensity ½ at these two points. The real curve lies lower there, so it must contain harmonics of the growth frequency.

To find them, let t be the amount of material deposited, in monolayers, and let θ be the coverage of the layer that is being filled. Growth is perfectly layer by layer: no material of the next layer appears before the present one is complete. Then θ is the fractional part of t. The deposition rate is constant, so t is also proportional to time.

The phase between terraces follows from moving a reflector. Let z point out of the crystal, and let k_z be the magnitude of the wave-vector component along z in the vacuum. For a surface at z = 0 the incident and reflected waves are

exp(−i k_z z) and R exp(+i k_z z),

apart from a common factor that describes motion along the surface. The complex number R contains everything that happens inside the crystal. Now raise the whole reflector by a step height d. With z′ = z − d measured from the raised surface, the incident wave is

exp(−i k_z z) = exp(−i k_z d) exp(−i k_z z′).

The raised reflector answers this wave as the original one would, with the same R. The reflected wave is therefore

R exp(−i k_z d) exp(+i k_z z′) = R exp(−2i k_z d) exp(+i k_z z),

where the second factor exp(−i k_z d) comes from replacing z′ by z − d. The raised terrace differs from the lower one by the factor exp(−iφ), with

φ = 2 k_z d = 2kd sin ϑ.

Here k = 2π/λ is the wave number, λ the wavelength, and ϑ the angle between the beam and the surface, measured outside the crystal. Antiphase means that φ is an odd multiple of π, φ = (2m + 1)π with m = 0, 1, 2, … . Inserting k = 2π/λ gives

2d sin ϑ = (m + ½)λ.

The argument assumes that both terraces have the same R. It treats each terrace as if it extended far enough for its edges not to matter, and it leaves out waves that scatter from one terrace to another. This is what kinematic means here: the contributions of the terraces are added once, with their geometrical phases.

The specular beam is the part of the reflected wave that has the same wave vector along the surface as the incident beam. Let h(r) be 1 where the upper layer is present at the surface position r and 0 where it is absent. The amplitude sent out with an additional wave vector q along the surface, divided by R, is

A(q) = (1/S) ∫ exp[−iφ h(r)] exp(−i q·r) d²r,

where S is the illuminated area. For the specular beam q = 0, and the second exponential is one everywhere. The integral then counts areas: a fraction 1 − θ contributes 1, and a fraction θ contributes exp(−iφ). Hence

A = (1 − θ) + θ exp(−iφ).

The shapes, sizes and positions of the islands have dropped out. A sideways shift of the upper layer relative to the lower one drops out as well, because a shift enters through a factor exp(−i q·s), s being the shift, and this is one at q = 0.

The normalized intensity I is |A|², the intensity divided by that of the smooth surface. Multiplying A by its complex conjugate gives

I = (1 − θ)² + θ² + θ(1 − θ)[exp(iφ) + exp(−iφ)]
= (1 − θ)² + θ² + 2θ(1 − θ) cos φ.

Since (1 − θ)² + θ² = 1 − 2θ(1 − θ), this is

I = 1 − 2θ(1 − θ)(1 − cos φ).

What is missing from the specular beam has not been absorbed. The function exp(−iφh) has unit magnitude at every point, so its mean square is one, and by Parseval's theorem the intensities at all q add up to one. The diffuse intensity at q ≠ 0 is therefore 2θ(1 − θ)(1 − cos φ). As islands grow, intensity moves out of the sharp beam into directions around it, and as they coalesce it returns.

This division into a sharp and a diffuse part needs islands much smaller than the length over which the incident wave is coherent. In the opposite limit each coherent patch of the beam sees a single terrace. Intensities are then added instead of amplitudes, the sum is (1 − θ) + θ = 1, and there is no oscillation. The intensity I below is that of the sharp part alone.

At antiphase cos φ = −1, and

I = 1 − 4θ(1 − θ) = (1 − 2θ)².

During the first layer θ = t, so I = (1 − 2t)² for t between 0 and 1, and the same curve repeats for every later layer. The period is one monolayer. The curve is also even about every completed layer. The value at −t is, by periodicity, the value at 1 − t, which is

[1 − 2(1 − t)]² = (2t − 1)² = (1 − 2t)².

An even function of period one has a Fourier series without sine terms,

I(t) = a₀ + Σₙ aₙ cos(2πnt), n = 1, 2, 3, … .

The word amplitude will mean the coefficient aₙ of the real cosine, which is half the peak-to-peak swing of that harmonic.

The constant a₀ is the mean over one period:

a₀ = ∫₀¹ (1 − 4t + 4t²) dt = 1 − 2 + 4/3 = 1/3.

A sinusoid between zero and one would have mean ½. The lower mean agrees with the low values found at one quarter and three quarters of a layer.

To isolate aₙ, multiply the series by cos(2πnt) and integrate over one period. All products of different cosines integrate to zero, and the square of the chosen cosine integrates to ½. Therefore

aₙ = 2 ∫₀¹ f(t) cos(wt) dt, with f(t) = (1 − 2t)² and w = 2πn.

Integrate by parts, integrating the cosine and differentiating f:

∫₀¹ f cos(wt) dt = [f sin(wt)/w]₀¹ − (1/w) ∫₀¹ f′ sin(wt) dt.

The boundary term vanishes because sin 0 = sin(2πn) = 0. In the remaining integral the sine is integrated, which gives −cos(wt)/w:

∫₀¹ f′ sin(wt) dt = −[f′ cos(wt)/w]₀¹ + (1/w) ∫₀¹ f″ cos(wt) dt.

Together these two lines give

∫₀¹ f cos(wt) dt = (1/w²)[f′ cos(wt)]₀¹ − (1/w²) ∫₀¹ f″ cos(wt) dt.

The derivatives are f′ = −4(1 − 2t) and f″ = 8. As f″ is constant, the last integral is eight times the integral of a cosine over whole periods, which is zero. In the boundary term the cosine is one at both ends, and f′ goes from −4 at t = 0 to +4 at t = 1. The difference is 8, so

aₙ = 2 × 8/w² = 16/(4π²n²) = 4/(πn)².

The complete series is

I(t) = 1/3 + Σₙ [4/(πn)²] cos(2πnt).

The first amplitude is 4/π² = 0.4053 and the second is 1/π² = 0.1013. Their ratio is

a₂/a₁ = 1/4.

The calculation shows where the harmonics come from. Inside a layer the curve is a parabola and contributes nothing beyond the boundary term. That term is the change of slope at completion, where the intensity rises with slope +4 and immediately falls with slope −4. The sharp peak is the source of the 1/n² law.

The peak has a simple physical origin. Just before a layer is complete, each added atom removes a patch of the wrong phase and so raises the magnitude of the amplitude. Just after completion, each added atom creates a patch of the wrong phase and lowers it. The change is abrupt because growth switches from one layer to the next without overlap. At half coverage there is no such switch. The amplitude 1 − 2θ passes through zero at a steady rate, and its square has a smooth minimum.

Two sums test the series as a whole. At a completed layer all cosines are one. With Σ 1/n² = π²/6, the amplitudes add up to (4/π²)(π²/6) = 2/3, and 1/3 + 2/3 = 1, as required. The mean square of the intensity follows directly from the substitution u = 1 − 2t:

∫₀¹ (1 − 2t)⁴ dt = ½ ∫₋₁¹ u⁴ du = 1/5.

In the series, the constant contributes a₀² = 1/9 and each cosine contributes aₙ²/2. With Σ 1/n⁴ = π⁴/90 the cosines give

½ (16/π⁴)(π⁴/90) = 4/45,

and 1/9 + 4/45 = 9/45 = 1/5. The first harmonic alone supplies a₁²/2 = 8/π⁴, which is a fraction 90/π⁴, or about 92 percent, of the variance 4/45. The oscillation can thus look nearly sinusoidal although its second harmonic is a quarter of the first.

The few remaining percent matter most at the peak. The constant and the first three harmonics add up at completion to

0.3333 + 0.4053 + 0.1013 + 0.0450 = 0.8850

after rounding, instead of 1. At half coverage the odd harmonics change sign and the sum is −0.0157, instead of 0. At a quarter of a layer only the second of the three cosines is nonzero, and the sum is 0.3333 − 0.1013 = 0.2320, instead of 0.25. The truncated series rounds off the sharp peak, and its small negative value is a result of truncation.

The number 4/(πn)² depends on the conventions stated above. In a series of complex exponentials each cosine is divided between frequencies n and −n, and each coefficient is 2/(πn)². If the measured intensity is divided by its mean instead of by the smooth-surface value, all amplitudes are multiplied by 3. The ratio a₂/a₁ is ¼ in each case. In a power spectrum the amplitudes are squared, and the second peak is 1/16 of the first. If the record starts at some other point of a layer, the cosines acquire phases, but their amplitudes remain the same.

The ratio also survives a departure from antiphase. With 1 − cos φ = 2 sin²(φ/2) and 4θ(1 − θ) = 1 − (1 − 2θ)², the general intensity becomes

I = 1 − sin²(φ/2)[1 − (1 − 2θ)²]
= cos²(φ/2) + sin²(φ/2)(1 − 2θ)².

The first term is constant during growth. The second is the antiphase curve reduced by a common factor, so

aₙ = 4 sin²(φ/2)/(πn)².

If φ is a multiple of 2π, the terraces reflect in phase, all harmonics vanish, and the ratio has no meaning. For every other phase it is ¼. A measured ratio of ¼ therefore does not show that the beam was at antiphase. The depth of the minimum carries that information: in this model the intensity at half coverage is cos²(φ/2), which is zero only at antiphase.

For perfect layer-by-layer growth with independently reflecting terraces, the second harmonic of the specular intensity has one quarter of the amplitude of the first, at every terrace phase for which the oscillation exists. What remains is to put numbers to a real case, calcium fluoride, and to estimate how imperfect growth and measurement change this ratio.
